# Binding of a silicon donor with an ellipsoidal Gaussian envelope: a numerical check

```python
"""Ellipsoidal Gaussian envelope for a shallow donor in one anisotropic valley.

Envelope F ~ exp(-(x^2+y^2)/(2 a^2) - z^2/(2 b^2)), beta = b/a,
gamma = m_t/m_l.  Lengths in a_t = eps*a0/m_t, energies in R_t = m_t*Ry/eps^2.
Results under test:
  <1/r> = (2/sqrt(pi)) g(beta)/a,  g = arccos(beta)/sqrt(1-beta^2)
  best E = -(8/pi) beta^2 g^2/(2 beta^2+gamma),
  with gamma = 2 beta^3 (1-beta g)/(g-beta); for gamma = 1, E = -8/(3 pi).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize

pi = np.pi


def shape_factor(beta):
    """g(beta) on the oblate and prolate sides, with its series near 1."""
    beta = np.asarray(beta, dtype=float)
    d = 1 - beta**2
    root = np.sqrt(np.maximum(np.abs(d), 1e-30))
    oblate = np.arctan2(root, beta) / root
    prolate = np.arcsinh(root) / root
    return np.where(np.abs(d) < 1e-6, 1 + d / 6,
                    np.where(d > 0, oblate, prolate))


def gaussian(u2):
    return np.exp(-u2 / 2)


def exponential(u2):
    return np.exp(-np.sqrt(u2))


t_nodes, t_weights = np.polynomial.legendre.leggauss(300)
t_nodes, t_weights = (t_nodes + 1) / 2, t_weights / 2
mu_nodes, mu_weights = np.polynomial.legendre.leggauss(100)
mu_nodes, mu_weights = (mu_nodes + 1) / 2, mu_weights / 2


def moments(profile, a, b, kappa=0.0):
    """Quadrature from the definition: <|grad_perp F|^2>, <|dF/dz|^2>,
    <exp(-kappa r)/r> and the density at the origin."""
    r_max = (7 if profile is gaussian else 20) * max(a, b)
    r = (r_max * t_nodes**2)[:, None]
    dr = (2 * r_max * t_nodes * t_weights)[:, None]
    volume = 4 * pi * r**2 * dr * mu_weights[None, :]
    z = r * mu_nodes[None, :]
    rho = r * np.sqrt(1 - mu_nodes[None, :]**2)

    def f(rho_, z_):
        return profile((rho_ / a)**2 + (z_ / b)**2)

    h = 1e-4
    density = f(rho, z)**2
    d_rho = (f(rho + h, z) - f(rho - h, z)) / (2 * h)
    d_z = (f(rho, z + h) - f(rho, z - h)) / (2 * h)
    norm = np.sum(volume * density)
    return (np.sum(volume * d_rho**2) / norm,
            np.sum(volume * d_z**2) / norm,
            np.sum(volume * density * np.exp(-kappa * r) / r) / norm,
            1 / norm)


def numerical_optimum(profile, gamma):
    """Minimise the quadrature energy over both widths."""
    def energy(log_widths):
        k_perp, k_z, inverse_r, _ = moments(profile, *np.exp(log_widths))
        return k_perp + gamma * k_z - 2 * inverse_r
    found = minimize(energy, [0.1, -0.2], method="Nelder-Mead",
                     options={"xatol": 1e-6, "fatol": 1e-12, "maxiter": 400})
    a, b = np.exp(found.x)
    return a, b, found.fun


def formula_optimum(gamma):
    """Widths and energy from the derived root equation (gamma < 1)."""
    def mismatch(beta):
        g = shape_factor(beta)
        return 2 * beta**3 * (1 - beta * g) / (g - beta) - gamma
    beta = brentq(mismatch, 0.02, 0.999, xtol=1e-13)
    g = float(shape_factor(beta))
    kinetic = 1 + gamma / (2 * beta**2)
    a = 2 * kinetic / (4 * g / np.sqrt(pi))
    energy = -(8 / pi) * beta**2 * g**2 / (2 * beta**2 + gamma)
    return beta, g, a, beta * a, energy


def many_gaussian_energy(gamma, n_scales, ratios):
    """Ground state in a basis exp(-p rho^2 - q z^2)."""
    scales = 0.03 * 2.4**np.arange(n_scales)
    p = np.repeat(scales, len(ratios))
    q = p * np.tile(ratios, n_scales)
    P, Q = p[:, None] + p[None, :], q[:, None] + q[None, :]
    overlap = pi**1.5 / (P * np.sqrt(Q))
    kinetic = 4 * np.outer(p, p) / P + gamma * 2 * np.outer(q, q) / Q
    inverse_r = 2 / np.sqrt(pi) * np.sqrt(P) * shape_factor(np.sqrt(P / Q))
    H = overlap * (kinetic - 2 * inverse_r)
    scale = 1 / np.sqrt(np.diag(overlap))
    S, H = overlap * np.outer(scale, scale), H * np.outer(scale, scale)
    s, U = eigh(S)
    keep = s > 1e-8
    X = U[:, keep] / np.sqrt(s[keep])
    return eigh(X.T @ H @ X, eigvals_only=True)[0]


# --- rough typical silicon parameters and effective units ---
m_t, m_l, eps = 0.19, 0.92, 11.7
gamma_si = m_t / m_l
bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9
rydberg_mev = sc.physical_constants["Rydberg constant times hc in eV"][0] * 1e3
a_t = eps / m_t * bohr_nm
R_t = m_t * rydberg_mev / eps**2

# --- closed-form Coulomb and kinetic averages against quadrature ---
worst = 0.0
for a_test, b_test in [(1.0, 0.3), (1.3, 0.75), (1.0, 1.0), (0.8, 1.6)]:
    k_perp, k_z, inverse_r, _ = moments(gaussian, a_test, b_test)
    closed = 2 / np.sqrt(pi) * shape_factor(b_test / a_test) / a_test
    worst = max(worst, abs(inverse_r / closed - 1))
    assert abs(k_perp * a_test**2 - 1) < 1e-5
    assert abs(k_z * 2 * b_test**2 - 1) < 1e-5
assert worst < 1e-6

# --- optimum for silicon: formula against blind minimisation ---
beta, g, a, b, E = formula_optimum(gamma_si)
a_num, b_num, E_num = numerical_optimum(gaussian, gamma_si)
assert abs(a_num / a - 1) < 1e-3 and abs(b_num / b - 1) < 1e-3
assert abs(E_num - E) < 1e-5
k_perp, k_z, _, density_gauss = moments(gaussian, a_num, b_num)
virial = (k_perp + gamma_si * k_z) / abs(E_num)
assert abs(virial - 1) < 1e-3

# --- isotropic limit ---
a_iso, b_iso, E_iso = numerical_optimum(gaussian, 1.0)
assert abs(E_iso + 8 / (3 * pi)) < 1e-5
assert abs(a_iso / (3 * np.sqrt(pi) / 4) - 1) < 1e-3
assert abs(b_iso / a_iso - 1) < 1e-3

# --- one minimum only, and on the oblate side ---
beta_grid = np.geomspace(0.1, 4, 60)
table = np.array([moments(gaussian, 1.0, x)[:3] for x in beta_grid])
for gamma in (0.05, gamma_si, 0.6):
    profile_energy = -table[:, 2]**2 / (table[:, 0] + gamma * table[:, 1])
    signs = np.sign(np.diff(profile_energy))
    assert np.count_nonzero(np.diff(signs)) == 1
    assert beta_grid[np.argmin(profile_energy)] < 1
theta = np.linspace(0.05, 1.55, 400)
assert np.min(np.tan(theta) / theta + (np.sin(theta) / theta)**2) > 2

# --- exponential envelope: same shape, fixed energy and density ratios ---
a_exp, b_exp, E_exp = numerical_optimum(exponential, gamma_si)
density_exp = moments(exponential, a_exp, b_exp)[3]
assert abs(b_exp / a_exp - beta) < 1e-3
assert abs(E_num / E_exp - 8 / (3 * pi)) < 1e-4
assert abs(density_exp / density_gauss / (27 * pi**2 / 64) - 1) < 5e-3

# --- nearly converged single-valley ground state ---
coarse, fine = [0.5, 1, 2, 4, 8], [0.35, 0.6, 1, 1.7, 3, 5, 9]
E_hydrogen = many_gaussian_energy(1.0, 12, coarse)
E_small = many_gaussian_energy(gamma_si, 12, coarse)
E_full = many_gaussian_energy(gamma_si, 13, fine)
assert abs(E_hydrogen + 1) < 2e-4
assert abs(E_full - E_small) < 5e-4
assert E_full < E_exp + 5e-4

# --- short-range and intervalley lowering, first order, lengths in nm ---
coulomb = sc.e / (4 * pi * sc.epsilon_0) * 1e9      # eV nm
r_screen, lattice = 0.1, 0.543                      # nm, rough
k0 = 0.85 * 2 * pi / lattice                        # valley position, 1/nm
a_nm, b_nm = a * a_t, b * a_t


def potential_ft(q):
    return 4 * pi * coulomb * (1 / (eps * q**2)
                               + (1 - 1 / eps) / (q**2 + r_screen**-2))


def lowering(profile, wa, wb):
    """Intravalley part by quadrature, intervalley part from F(0)^2; in meV."""
    _, _, yukawa, density0 = moments(profile, wa, wb, 1 / r_screen)
    intra = coulomb * (1 - 1 / eps) * yukawa
    inter = density0 * (4 * potential_ft(np.sqrt(2) * k0)
                        + potential_ft(2 * k0))
    contact_ratio = yukawa / (4 * pi * r_screen**2 * density0)
    return 1e3 * intra, 1e3 * inter, contact_ratio, density0


intra_g, inter_g, contact_g, density_g = lowering(gaussian, a_nm, b_nm)
intra_e, inter_e, contact_e, density_e = lowering(
    exponential, a_exp * a_t, b_exp * a_t)
assert abs(contact_g - 1) < 0.02
assert 0.6 < contact_e < 1


def pair_coulomb(exponents, q):
    """Integral of exp(-sum A x^2) exp(i q.x)/r by the Gaussian transform."""
    A, q = np.array(exponents), np.array(q)

    def integrand(log_s):
        s = np.exp(log_s)
        return s * np.exp(-np.sum(q**2 / (4 * (A + s**2)))) \
            / np.sqrt(np.prod(A + s**2))
    return 2 * pi * quad(integrand, -8, 12, limit=300)[0]


mixed = (a_nm**-2 + b_nm**-2) / 2
opposite = pair_coulomb([a_nm**-2, a_nm**-2, b_nm**-2], [0, 0, 2 * k0])
adjacent = pair_coulomb([mixed, a_nm**-2, mixed], [k0, 0, -k0])
assert abs(opposite * (2 * k0)**2 / (4 * pi) - 1) < 0.02
assert abs(adjacent * 2 * k0**2 / (4 * pi) - 1) < 0.02

# --- operating conditions ---
binding = -E * R_t
binding_sphere = 8 / pi / (2 + gamma_si) * R_t
sphere_check = table[np.argmin(abs(beta_grid - 1))]
near_sphere = sphere_check[2]**2 / (sphere_check[0]
                                    + gamma_si * sphere_check[1]) * R_t
assert abs(near_sphere / binding_sphere - 1) < 0.03  # grid misses beta=1
field = (binding * 1e-3)**2 * eps / (4 * coulomb) * 10   # MV/cm
r_line = np.linspace(1, 400, 400000)
barrier_top = np.max(-coulomb / (eps * r_line) - field / 10 * r_line)
assert abs(barrier_top * 1e3 / -binding - 1) < 1e-4
donors = 1e16                                           # cm^-3
spacing = donors**(-1 / 3) * 1e7                        # nm


def ionised_fraction(T):
    mass = (m_t**2 * m_l)**(1 / 3) * sc.m_e
    states = (mass * sc.k * T / (2 * pi * sc.hbar**2))**1.5 * 1e-6
    c = states * np.exp(-binding * 1e-3 * sc.e / (sc.k * T)) / donors
    return 2 * c / (c + np.sqrt(c * c + 4 * c))


print(f"transverse mass m_t = {m_t} m_e")
print(f"longitudinal mass m_l = {m_l} m_e")
print(f"dielectric constant = {eps}")
print(f"mass ratio gamma = {gamma_si:.4f}")
print(f"effective length a_t = {a_t:.3f} nm")
print(f"effective Rydberg R_t = {R_t:.3f} meV")
print(f"largest relative error of <1/r> formula = {worst:.1e}")
print(f"isotropic binding, minimised = {-E_iso:.5f} Rydberg")
print(f"8/(3 pi) = {8 / (3 * pi):.5f}")
print(f"isotropic width, minimised = {a_iso:.4f} effective Bohr")
print(f"silicon beta = b/a = {beta:.4f}")
print(f"shape factor g = {g:.4f}")
print(f"a = {a:.4f} a_t")
print(f"b = {b:.4f} a_t")
print(f"a = {a_nm:.3f} nm")
print(f"b = {b_nm:.3f} nm")
print(f"binding from formula = {-E:.5f} R_t")
print(f"binding from blind minimisation = {-E_num:.5f} R_t")
print(f"binding, Gaussian = {binding:.2f} meV")
print(f"kinetic energy / binding = {virial:.5f}")
print(f"binding, spherical Gaussian = {binding_sphere:.2f} meV")
print(f"binding, exponential envelope = {-E_exp * R_t:.2f} meV")
print(f"Gaussian/exponential binding = {E_num / E_exp:.5f}")
print(f"many-Gaussian check, gamma=1: {-E_hydrogen:.5f} Rydberg")
print(f"binding, many Gaussians = {-E_full * R_t:.2f} meV")
print(f"basis change = {abs(E_full - E_small) * R_t:.4f} meV")
print(f"density at donor, Gaussian = {density_g:.5f} nm^-3")
print(f"density at donor, exponential = {density_e:.5f} nm^-3")
print(f"density ratio = {density_e / density_g:.3f}")
print(f"screening length (rough) = {r_screen} nm")
print(f"valley position k0 = {k0:.2f} nm^-1")
print(f"intravalley lowering, Gaussian = {intra_g:.1f} meV")
print(f"intervalley lowering, Gaussian = {inter_g:.1f} meV")
print(f"intravalley lowering, exponential = {intra_e:.1f} meV")
print(f"intervalley lowering, exponential = {inter_e:.1f} meV")
print(f"rms k_z / k0 = {1 / (np.sqrt(2) * b_nm * k0):.3f}")
print(f"over-barrier field = {field:.4f} MV/cm")
print(f"donor spacing at 1e16 cm^-3 = {spacing:.1f} nm")
print(f"kT at 20 K = {sc.k * 20 / sc.e * 1e3:.2f} meV")
print(f"kT at 300 K = {sc.k * 300 / sc.e * 1e3:.2f} meV")
print(f"ionised fraction at 20 K = {ionised_fraction(20):.2e}")
print(f"ionised fraction at 300 K = {ionised_fraction(300):.3f}")
print("finished without a failed check")
```

It prints:

```
transverse mass m_t = 0.19 m_e
longitudinal mass m_l = 0.92 m_e
dielectric constant = 11.7
mass ratio gamma = 0.2065
effective length a_t = 3.259 nm
effective Rydberg R_t = 18.884 meV
largest relative error of <1/r> formula = 6.7e-16
isotropic binding, minimised = 0.84883 Rydberg
8/(3 pi) = 0.84883
isotropic width, minimised = 1.3293 effective Bohr
silicon beta = b/a = 0.5733
shape factor g = 1.1720
a = 0.9937 a_t
b = 0.5697 a_t
a = 3.238 nm
b = 1.856 nm
binding from formula = 1.33079 R_t
binding from blind minimisation = 1.33079 R_t
binding, Gaussian = 25.13 meV
kinetic energy / binding = 1.00000
binding, spherical Gaussian = 21.79 meV
binding, exponential envelope = 29.61 meV
Gaussian/exponential binding = 0.84883
many-Gaussian check, gamma=1: 1.00000 Rydberg
binding, many Gaussians = 29.65 meV
basis change = 0.0002 meV
density at donor, Gaussian = 0.00923 nm^-3
density at donor, exponential = 0.03841 nm^-3
density ratio = 4.164
screening length (rough) = 0.1 nm
valley position k0 = 9.84 nm^-1
intravalley lowering, Gaussian = 1.5 meV
intervalley lowering, Gaussian = 2.7 meV
intravalley lowering, exponential = 5.2 meV
intervalley lowering, exponential = 11.4 meV
rms k_z / k0 = 0.039
over-barrier field = 0.0128 MV/cm
donor spacing at 1e16 cm^-3 = 46.4 nm
kT at 20 K = 1.72 meV
kT at 300 K = 25.85 meV
ionised fraction at 20 K = 1.35e-03
ionised fraction at 300 K = 0.989
finished without a failed check
```
